\section*{Adatom Diffusion in a Chain with Random Barriers and Equal Site Energies}

\section{One slow bond among many fast ones}

An adatom confined to a channel on a crystal surface moves by thermally activated hops between neighbouring binding sites. Suppose that all sites bind it equally strongly, while the barriers between them differ. This is a simplification: frozen-in strain, for instance, generally changes the binding energies as well as the barriers. Some bonds are then crossed often and others rarely. Over a long distance the adatom must cross both kinds, and the question is which average of the hop rates fixes its diffusion coefficient.

Let the sites be $x=na$, with $n$ an integer and $a$ the spacing. Bond $n$ joins sites $n$ and $n+1$ and has the barrier $E_n$, measured from the common site energy. With one attempt frequency $\nu$ for all hops, the rate is the same in both directions:
\begin{equation}
w_n=\nu e^{-E_n/kT},\qquad 0<w_n\le w_{\max}.
\label{rate}
\end{equation}
The barriers do not change in time, hops reach nearest neighbours only, each hop is independent of earlier ones, and there is a single adatom. Its probability $p_n(t)$ of being at site $n$ obeys
\begin{equation}
\dot p_n=w_n(p_{n+1}-p_n)+w_{n-1}(p_{n-1}-p_n).
\label{master}
\end{equation}
The diffusion coefficient is defined by $\langle(\Delta x)^2\rangle/(2t)\to D$ at long times, where $\Delta$ denotes the change since $t=0$. The result to be derived is
\begin{equation}
D=a^2w_h,\qquad \frac1{w_h}=\left\langle\frac1w\right\rangle ,
\label{result}
\end{equation}
where the last average runs over bonds and must be finite. For equal rates this gives $D=a^2w$, where $w$ is the rate per direction; the total escape rate from a site is $2w$.

\section{Why the arithmetic mean fails}

For a function $f_n$ of the site, multiply \eqref{master} by $f_n$ and sum over $n$. Shifting the summation index in the gain terms gives
\begin{align}
\frac{d\langle f\rangle}{dt}&=\sum_n p_n(Lf)_n,\nonumber\\
(Lf)_n&=w_n(f_{n+1}-f_n)+w_{n-1}(f_{n-1}-f_n).
\label{generator}
\end{align}
The sums converge for the functions used below, because bounded rates make the probability of distant sites fall faster than exponentially.

Take $f_n=a^2(n-m)^2$ for a start at site $m$. At $t=0$ only $n=m$ contributes, and the slope is $a^2(w_m+w_{m-1})$. Averaged over starting sites it is $2a^2\langle w\rangle$, so the arithmetic mean governs the first hops.

It does not govern later ones. The mean velocity at site $n$ is $v_n=a(w_n-w_{n-1})$. Forward crossings of bond $m$ occur in proportion to $w_m$ and leave the adatom at site $m+1$, where its velocity is $a(w_{m+1}-w_m)$. The average over bonds of the product is
\begin{equation}
a\langle w_m(w_{m+1}-w_m)\rangle
=-\frac a2\langle(w_{m+1}-w_m)^2\rangle\le0,
\label{back}
\end{equation}
because $\langle w_m^2\rangle=\langle w_{m+1}^2\rangle$. Immediately after a forward hop the mean motion is backward: the adatom tends to recross the fast bond it has just used.

\section{A coordinate without drift}

The local velocities $v_n$ complicate the motion in $x$. They disappear in a coordinate $X_n$ chosen so that $(LX)_n=0$. By \eqref{generator} this requires
\begin{equation}
w_n(X_{n+1}-X_n)=w_{n-1}(X_n-X_{n-1}),
\end{equation}
so the product of rate and step length is the same on every bond. Choosing this constant as $aw_h$ makes the average step equal to $a$:
\begin{equation}
X_{n+1}-X_n=\delta_n=\frac{aw_h}{w_n},\qquad X_0=0.
\label{stretch}
\end{equation}
Slow bonds are stretched and fast bonds are compressed. From any starting site,
\begin{equation}
\langle\Delta X\rangle=0.
\label{nodrift}
\end{equation}

For the mean square, put $Y=X_n-X_m$ and apply $L$ to $Y^2$:
\begin{align}
L(Y^2)&=w_n[(Y+\delta_n)^2-Y^2]
+w_{n-1}[(Y-\delta_{n-1})^2-Y^2]\nonumber\\
&=2Y(w_n\delta_n-w_{n-1}\delta_{n-1})
+w_n\delta_n^2+w_{n-1}\delta_{n-1}^2\nonumber\\
&=a^2w_h^2\,g_n,\qquad g_n=\frac1{w_n}+\frac1{w_{n-1}}.
\label{square}
\end{align}
The term linear in $Y$ vanishes because both products equal $aw_h$. Inverse rates have appeared because a step of length $\propto1/w$ is taken at rate $w$, and $w\,(1/w)^2=1/w$.

\section{Periodic chains}

Let the barriers repeat after $N$ bonds, in any order within the period, and let $w_h$ be the harmonic mean over one period. Start with equal probability on the $N$ sites of one cell. Setting all $p_n$ equal makes the right side of \eqref{master} zero, so the occupation of sites counted modulo $N$ stays uniform. The average of $g_n$ is then $2/w_h$ at every time, and \eqref{square} integrates to
\begin{equation}
\langle(\Delta X)^2\rangle=2a^2w_ht .
\label{Xspread}
\end{equation}

To return to the true position, define $\chi_n=X_n-na$. Over one period it changes by $aw_h\sum1/w_n-Na=0$, so $\chi$ is periodic and bounded. With $\Delta x=\Delta X-\Delta\chi$,
\begin{equation}
\langle(\Delta x)^2\rangle=\langle(\Delta X)^2\rangle
-2\langle\Delta X\,\Delta\chi\rangle+\langle(\Delta\chi)^2\rangle .
\label{expand}
\end{equation}
The cross term has two parts. The part with the initial value $\chi(0)$ vanishes by \eqref{nodrift}, applied to each starting site. For the part with the final value, let $P_{mn}(t)$ be the probability of going from $m$ to $n$ in time $t$. The rate matrix in \eqref{master} is symmetric, hence $P_{mn}=P_{nm}$. The summand below is unchanged when $m$ and $n$ both shift by $N$, so the restriction to one cell can be moved from $m$ to $n$:
\begin{align}
\langle\Delta X\,\chi(t)\rangle
&=\frac1N\sum_{m\in\mathrm{cell}}\sum_nP_{mn}(X_n-X_m)\chi_n\nonumber\\
&=-\frac1N\sum_{n\in\mathrm{cell}}\chi_n\sum_mP_{nm}(X_m-X_n)=0 .
\label{cross}
\end{align}
The inner sum is the mean of $\Delta X$ for a start at $n$, which is zero. Therefore
\begin{equation}
\langle(\Delta x)^2\rangle=2a^2w_ht+\langle(\Delta\chi)^2\rangle .
\label{identity}
\end{equation}

The last term is bounded. With $\operatorname{Var}\chi$ the variance over the sites of a cell and $C(t)$ the covariance of $\chi(0)$ and $\chi(t)$,
\begin{equation}
\langle(\Delta\chi)^2\rangle=2\operatorname{Var}\chi-2C(t),\qquad
0\le\langle(\Delta\chi)^2\rangle\le2\operatorname{Var}\chi .
\label{bound}
\end{equation}
Here $C(t)\ge0$ because the propagator on the ring of $N$ sites is the exponential of a symmetric matrix and has positive eigenvalues. Dividing \eqref{identity} by $2t$ gives
\begin{equation}
a^2w_h\le\frac{\langle(\Delta x)^2\rangle}{2t}
\le a^2w_h+\frac{\operatorname{Var}\chi}{t},
\label{approach}
\end{equation}
which proves \eqref{result} for every period. The order of the barriers enters $\chi$, and so the transient, but not $D$. A start at one particular site gives the same $D$: the occupation of the ring relaxes to uniformity, after which \eqref{square} has the same average, and $\Delta\chi$ stays bounded.

A steady current gives the same answer. If sources hold the occupations $c_0$ and $c_N$, the current $J=w_n(c_n-c_{n+1})$ is common to all bonds. Summing $J/w_n=c_n-c_{n+1}$ over the period gives $J=w_h(c_0-c_N)/N$. Fick's law for the line density $c/a$ reads $J=D(c_0-c_N)/(Na^2)$, hence $D=a^2w_h$. The inverse rates add like resistances in series.

\section{The infinite random chain}

Now let the barriers be independent draws from one distribution with finite $\langle1/w\rangle=1/w_h$. An overline denotes the average over barriers, and the adatom starts at site $0$. By \eqref{square} the growth of $\overline{\langle X^2\rangle}$ requires $\sum_n\overline{P_{0n}g_n}$. The statistics do not change when the chain is shifted by $n$ sites, so
\begin{equation}
\sum_n\overline{P_{0n}\,g_n}=\sum_n\overline{P_{-n,0}\,g_0}
=\overline{g_0\sum_nP_{0,-n}}=\overline{g_0}=\frac2{w_h}.
\label{shift}
\end{equation}
The same steps hold for any function of $g_n$: the rates seen by the moving adatom have a time-independent distribution. Hence
\begin{equation}
\overline{\langle X^2\rangle}=2a^2w_ht .
\label{Xrandom}
\end{equation}

It remains to show that $\overline{\langle\chi^2\rangle}/t\to0$. By the law of large numbers $X_n/n\to a$, so for any $\varepsilon>0$ each chain has a finite constant $C_\varepsilon$ with
\begin{equation}
|\chi_n|\le\varepsilon a|n|+C_\varepsilon .
\label{lln}
\end{equation}
Moreover every step obeys $\delta_n\ge aw_h/w_{\max}$, so $|x|\le K|X|$ with $K=w_{\max}/w_h$, and $|\chi|\le(1+K)|X|$.

Chains with $C_\varepsilon\le M$ have $\chi^2\le2\varepsilon^2K^2X^2+2M^2$. By \eqref{Xrandom} they contribute at most $4\varepsilon^2K^2a^2w_h+2M^2/t$ to $\overline{\langle\chi^2\rangle}/t$. For the other chains, use $\chi^2\le(1+K)^2X^2$, integrate \eqref{square}, and split $g$ at a value $R$. Their contribution is at most
\begin{equation}
(1+K)^2a^2w_h^2\left[R\,\mathrm{Prob}(C_\varepsilon>M)
+\overline{g_0\,\theta(g_0-R)}\right],
\label{rare}
\end{equation}
where $\theta$ is the unit step and \eqref{shift} was used for the last term. Let $t\to\infty$, then $M\to\infty$, then $R\to\infty$, and finally $\varepsilon\to0$. Every contribution vanishes, the $R$ term because $\overline{g_0}$ is finite. Since $x=X-\chi$, the root-mean-square values of $x$ and $X$ differ by at most that of $\chi$, and $\overline{\langle x^2\rangle}/(2t)\to a^2w_h$.

The decomposition \eqref{identity} also survives the average. Applying $L$ to $xX$ gives
\begin{equation}
L(xX)=a(w_n\delta_n+w_{n-1}\delta_{n-1})+X_nv_n=2a^2w_h+X_nv_n .
\end{equation}
The shift used in \eqref{shift} turns the average of $X_nv_n$ into $-\overline{v_0\langle\Delta X\rangle}=0$. Thus $\overline{\langle xX\rangle}=\overline{\langle X^2\rangle}$, so $\overline{\langle X\chi\rangle}=0$ and
\begin{equation}
\overline{\langle x^2\rangle}=2a^2w_ht+\overline{\langle\chi^2\rangle}.
\label{randomidentity}
\end{equation}
A short-time test uses rates $1$ and $0.25$ with equal probability, for which $w_h=1/2.5=0.4$. At $t=0.3$, enumeration of all rate assignments near the start gives $\overline{\langle X^2\rangle}=0.2400\,a^2$, equal to $2a^2w_ht$, and $\overline{\langle\chi^2\rangle}=0.1138\,a^2$. Their sum is the directly computed $\overline{\langle x^2\rangle}=0.3538\,a^2$.

\section{A chain with five barriers}

Take the round model values $a=0.30$ nm, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $T=300$ K, so $kT=0.02585$ eV. Let barriers of $0.40$, $0.45$, $0.50$, $0.55$ and $0.60$ eV repeat in this order. The inverse rates are $0.00052$, $0.00363$, $0.02510$, $0.17362$ and $1.2010$ ms. Their mean is
\begin{equation}
\frac1{w_h}=\frac{1.4039\ \mathrm{ms}}5=0.2808\ \mathrm{ms},\qquad
w_h=3.56\times10^3\ \mathrm{s^{-1}} .
\end{equation}
The highest barrier supplies $1.2010/1.4039=86\%$ of the sum. The diffusion coefficient is
\begin{align}
D&=(3.0\times10^{-10}\ \mathrm m)^2(3.56\times10^3\ \mathrm{s^{-1}})\nonumber\\
&=3.2\times10^{-16}\ \mathrm{m^2\,s^{-1}}
=3.2\times10^{-12}\ \mathrm{cm^2\,s^{-1}} .
\end{align}
The arithmetic mean rate, $4.46\times10^5\ \mathrm{s^{-1}}$, is $125$ times larger than $w_h$.

An independent value of $D$ follows from the decay of a long density wave. Its decay rate is $Dq^2$ for small wave number $q$. Diagonalizing the rate matrix with a phase shift $5qa=0.02$ across the period gives $D/(a^2w_h)=0.99998$; the deviation from $1$ shrinks as the square of the phase shift.

The transient follows from $\chi$. The steps $\delta_n/a=w_h/w_n$ are $0.002$, $0.013$, $0.089$, $0.618$ and $4.277$. Adding the unrounded steps in turn and subtracting $n$ gives $\chi_n/a=0$, $-0.998$, $-1.985$, $-2.896$ and $-3.277$, whose variance is $1.459$. Direct propagation from a uniform start gives:
\begin{center}
\begin{tabular}{ccc}
$w_ht$ & $t$ (s) & $\langle(\Delta x)^2\rangle/(2Dt)$\\
$0.001$ & $2.8\times10^{-7}$ & $89.0$\\
$0.01$ & $2.8\times10^{-6}$ & $33.8$\\
$0.1$ & $2.8\times10^{-5}$ & $9.27$\\
$1$ & $2.8\times10^{-4}$ & $2.38$\\
$10$ & $2.8\times10^{-3}$ & $1.146$\\
$100$ & $2.8\times10^{-2}$ & $1.015$
\end{tabular}
\end{center}
The ratio falls from its initial limit of $125$ towards $1$. The last two rows agree with $1+1.459/(w_ht)$, the upper limit in \eqref{approach}, because $C(t)$ has decayed by then. Averaged over the starting sites, an observation shorter than about $1/w_h$ therefore overestimates $D$ by more than a factor of two. A single starting site can behave differently: between the $0.55$ and $0.60$ eV barriers the ratio begins at $(w_3+w_4)/(2w_h)=0.93$.

For the uniform start the bound guarantees an excess below $10\%$ of $D$ after $t=14.59/w_h=4.1$ ms; single starting sites can still exceed it, by up to $17\%$ of $D$ in total at that time. In the order $0.40$, $0.60$, $0.45$, $0.55$, $0.50$ eV the variance is $1.253\,a^2$ and this time is $3.5$ ms, while $D$ is unchanged.

\section{A continuous range of barriers}

Let the barriers be uniformly distributed between $E_0-\Delta$ and $E_0+\Delta$, and put $b=\Delta/kT$. Then
\begin{align}
\left\langle\frac1w\right\rangle
&=\frac{e^{E_0/kT}}{2\Delta\,\nu}\int_{-\Delta}^{\Delta}e^{u/kT}du
=\frac{e^{E_0/kT}}\nu\,\frac{\sinh b}b,\nonumber\\
D&=a^2\nu e^{-E_0/kT}\,\frac b{\sinh b}.
\label{uniform}
\end{align}
The same integral with $u\to-u$ gives $\langle w\rangle=\nu e^{-E_0/kT}\sinh b/b$. Disorder thus raises the arithmetic mean and lowers the harmonic mean by the same factor.

With $\beta=1/kT$ and temperature-independent $a$ and $\nu$, the apparent activation energy is
\begin{equation}
E_D=-\frac{d\ln D}{d\beta}=E_0+\Delta\coth b-kT .
\label{activation}
\end{equation}
The terms come from $-\beta E_0$, $-\ln\sinh\beta\Delta$ and $\ln\beta\Delta$ in $\ln D$. For $b\ll1$, $\coth b\simeq1/b+b/3$ gives $E_D\simeq E_0+\Delta^2/(3kT)$, close to the mean barrier. For $b\gg1$, $E_D\simeq E_0+\Delta-kT$, close to the highest. For the arithmetic mean, the signs of the last two terms in \eqref{activation} are reversed.

For $E_0=0.50$ eV and $\Delta=0.10$ eV at $300$ K, $b=3.868$ and $w_h=6.44\times10^3\ \mathrm{s^{-1}}$. Hence $D=5.8\times10^{-16}\ \mathrm{m^2\,s^{-1}}=5.8\times10^{-12}\ \mathrm{cm^2\,s^{-1}}$. This exceeds the five-barrier value, in which one bond in five sits at the very top of the range. The activation energy is $0.500+0.100-0.026=0.574$ eV, against $0.426$ eV for the arithmetic mean. The highest tenth of the barriers supplies $54\%$ of $\langle1/w\rangle$.

At $600$ K, $D=3.2\times10^{-11}\ \mathrm{m^2\,s^{-1}}$, and the ratio of arithmetic to harmonic mean has dropped from $38$ to $3.1$. Heating makes the barrier differences less important.

\section{Finite samples and limits of validity}

A sample of $N$ bonds has its own mean of $1/w$. For independent barriers with finite $\langle w^{-2}\rangle$ its relative variance is $(\langle w^{-2}\rangle/\langle w^{-1}\rangle^2-1)/N$. Squaring the prefactor $e^{E_0/kT}/\nu$ and replacing $b$ by $2b$ in the first line of \eqref{uniform} gives $\langle w^{-2}\rangle$, and
\begin{equation}
\frac{\langle w^{-2}\rangle}{\langle w^{-1}\rangle^2}
=\frac{\sinh2b}{2b}\,\frac{b^2}{\sinh^2b}=b\coth b .
\end{equation}
The relative scatter is therefore $\sqrt{(b\coth b-1)/N}$. To leading order in this scatter, $D$ varies by the same fraction between samples. At $300$ K and $N=1000$ the formula gives $5.4\%$, and $4000$ random samples also give $5.4\%$.

In a random chain $\chi$ is not bounded, so the $1/t$ bound in \eqref{approach} does not apply. For the uniform distribution at $300$ K, propagation on long random chains gives an excess of $\overline{\langle x^2\rangle}/(2Dt)$ over $1$ of about $17\%$ at $w_ht=100$ and $5\%$ at $w_ht=1000$, falling roughly as $t^{-1/2}$.

The average can fail to exist. If $E=E_{\min}+u$ with $u\ge0$ distributed as $e^{-u/\epsilon}/\epsilon$, then for $kT>\epsilon$
\begin{equation}
\left\langle\frac1w\right\rangle=\frac{e^{E_{\min}/kT}}{\nu\epsilon}
\int_0^\infty e^{u/kT-u/\epsilon}du
=\frac{e^{E_{\min}/kT}}{\nu(1-\epsilon/kT)} .
\label{tail}
\end{equation}
For $\epsilon<kT\le2\epsilon$ this average is finite but $\langle w^{-2}\rangle$ is not, and the scatter between samples falls more slowly than $N^{-1/2}$. For $kT\le\epsilon$ the integral diverges. The sample mean of $1/w$ then grows without limit as bonds are added, and the value $a^2w_h$ of a periodic chain tends to zero with increasing period. No positive material constant of the form \eqref{result} remains.

Two further conditions were essential. Equal site energies made the rates symmetric, which gave uniform occupation and $P_{mn}=P_{nm}$; with unequal energies these steps fail. The single path made the current common to all bonds. On a two-dimensional surface the current can divide and pass around a high barrier, so the series sum of inverse rates does not apply there in general. It still holds if the barriers vary only along the direction of the current, because a detour then avoids none of them.

\section*{Numbers as computed}
\begin{verbatim}
site spacing a = 0.30 nm
attempt frequency = 1.0e+13 1/s
temperature = 300 K, kT = 0.02585 eV
FIVE-BARRIER REPEATING CHAIN
barrier 0.40 eV: rate 1.9068e+06 1/s, 1/rate 5.2445e-07 s
barrier 0.45 eV: rate 2.7563e+05 1/s, 1/rate 3.6280e-06 s
barrier 0.50 eV: rate 3.9845e+04 1/s, 1/rate 2.5097e-05 s
barrier 0.55 eV: rate 5.7598e+03 1/s, 1/rate 1.7362e-04 s
barrier 0.60 eV: rate 8.3261e+02 1/s, 1/rate 1.2010e-03 s
mean of 1/rate = 2.8078e-04 s
harmonic mean rate = 3.5615e+03 1/s
arithmetic mean rate = 4.4577e+05 1/s
arithmetic / harmonic = 125.16
D = 3.2053e-16 m^2/s = 3.2053e-12 cm^2/s
D from Bloch band / (a^2 w_h) = 0.999975
uniform start, msd/(2 t) divided by D:
  w_h t = 0.001, t = 2.808e-07 s: ratio 89.0410
  w_h t = 0.01, t = 2.808e-06 s: ratio 33.7637
  w_h t = 0.1, t = 2.808e-05 s: ratio 9.2723
  w_h t = 1, t = 2.808e-04 s: ratio 2.3832
  w_h t = 10, t = 2.808e-03 s: ratio 1.1459
  w_h t = 100, t = 2.808e-02 s: ratio 1.0146
Var chi, ascending order = 1.4592 a^2
second order (eV): 0.40 0.60 0.45 0.55 0.50
Var chi, second order = 1.2526 a^2
time ensuring 10% accuracy, ascending = 4.097e-03 s
time ensuring 10% accuracy, second = 3.517e-03 s
TWO-RATE ENSEMBLE (rates 1 and 0.25, time 0.3, model units)
harmonic mean = 0.400, 2 w_h t = 0.240000
averages: X^2 0.240000, x^2 0.353761, chi^2 0.113761 (a^2)
UNIFORM BARRIER DISTRIBUTION
centre 0.50 eV, half-width 0.10 eV, b = 3.8682
300 K: harmonic 6.4442e+03 1/s, arithmetic 2.4636e+05 1/s
300 K: arithmetic / harmonic = 38.230
300 K: D = 5.7998e-16 m^2/s = 5.7998e-12 cm^2/s
600 K: harmonic 3.6049e+08 1/s, arithmetic 1.1053e+09 1/s
600 K: arithmetic / harmonic = 3.066
600 K: D = 3.2445e-11 m^2/s = 3.2445e-07 cm^2/s
activation energy of D at 300 K = 0.5742 eV
activation energy of arithmetic mean at 300 K = 0.4258 eV
share of highest tenth of barriers in mean(1/w) = 0.5389
relative scatter of mean(1/w), 1000 bonds: formula 0.0536
relative scatter of mean(1/w), sampled = 0.0544
\end{verbatim}
